# What does chloride do for polyether suppression in copper plating?

## Question

My acid copper sulfate bath contains about 50 mg/L chloride and 100 mg/L of a polyether suppressor. I had taken chloride to be one more ion that carries current. But if so, why should the polyether hardly suppress deposition when chloride is left out? Chloride on its own does not suppress either. Can adsorption of the species together explain this quantitatively, and does it matter for filling a narrow trench?

## Answer

Chloride does carry charge, so the first thing to settle is how much that can do.

### The charge-carrier explanation

The conductivity is $\kappa=\sum_i\lambda_i c_i$, with $\lambda_i$ the molar conductivity of ion $i$. Take 0.1 mol/L H⁺ and HSO₄⁻ and 0.6 mol/L Cu²⁺ and SO₄²⁻, with rough dilute-solution values of 350, 50, 110 and 160 S cm²/mol. In units of S cm²/L the sum is

$$35+5+66+96=202 .$$

Chloride at 1.4 mmol/L (50 mg/L), with $\lambda\approx76$ S cm²/mol, adds $76\times0.0014=0.11$, a share of about 0.05 %.

These concentrations are nominal. Ion pairing, and the binding of many of the protons as HSO₄⁻ by the excess sulfate, make the real conductivity lower than this sum. To be generous to chloride, take only 35, the nominal proton term and about a sixth of the sum, and let chloride enter as HCl with its proton counted as free. The gain is then $(350+76)\times0.0014/35=1.7\,\%$.

How much can this change the current? Let $u(i)$ be the electrode polarization at current density $i$, rising with $i$, and let $r=L/\kappa$ be the solution resistance times area for a gap $L$. Neglect polarization of the other electrode. At fixed cell voltage $V=u(i)+ir$,

$$0=(u'+r)\,di+i\,dr .$$

Since $d\ln r=-d\ln\kappa$,

$$\frac{d\ln i}{d\ln\kappa}=\frac{r}{u'+r},$$

which lies between 0 and 1. The fractional current gain therefore cannot exceed the fractional conductivity gain. For a 5 cm gap and the kinetics used below, it is 1.67 %. The effect is small, and it has the wrong sign: more conductance raises the current, whereas suppression lowers it. Added electrolyte also takes over a little of the migration current and so lowers the copper limiting current, but for this amount of HCl only by about 0.1 %.

### A model of the joint adlayer

Divide the surface into patches of $n$ chloride sites, each patch able to hold one polyether molecule. Potential and temperature are fixed, and the adlayer is in equilibrium with the solution. A site has three states:

- empty, with statistical weight 1;
- occupied by chloride, with weight $x=K_{\rm Cl}c_{\rm Cl}$;
- occupied by chloride that holds a copper(I) ion, with weight $xy$, where $y$ is proportional to the local copper(I) concentration.

A polyether on a patch with no copper(I) has weight $z$, proportional to its concentration. It does not displace chloride. Wherever it meets copper(I) on chloride, an ether oxygen binds to the copper and the weight gains a factor $b=e^{\varepsilon/k_BT}$, with $\varepsilon$ the bridge energy. Neighbouring chlorides do not interact.

This bridge, ether–copper(I)–chloride, is an assumption about the microscopic contact. The model shows what follows from it; it does not prove that the contact has this structure.

Without polymer, the three states of a site sum to $A=1+x+xy$. Under polymer they sum to $B=1+x+xyb$. The sites are independent within each case, so the sum over all states of a patch is

$$\Xi=A^n+zB^n .$$

The polymer coverage is the second term's share. Dividing by $A^n$ and writing $R=B/A$,

$$\theta_P=\frac{zR^n}{1+zR^n}.$$

To see what $R$ contains, define the chloride coverage of a polymer-free patch and the mean contact factor on a chloride site:

$$\theta_f=\frac{x(1+y)}{1+x(1+y)},\qquad q=\frac{1+yb}{1+y}.$$

Because $x(1+yb)=x(1+y)q$,

$$R=\frac{1+x(1+y)q}{1+x(1+y)}=1+\theta_f(q-1).$$

Now remove one partner at a time. Without chloride, $\theta_f=0$. Without copper(I), or without the bridge energy, $q=1$. In each case $R=1$ and the coverage falls back to $z/(1+z)$. In this model the strong binding thus needs chloride, copper(I) and polyether together.

If the polyether were also attracted to chloride directly, by a factor $b'$, then $B=1+x(b'+yb)$ and $q=(b'+yb)/(1+y)$. The formula for $R$ keeps its form. If $b'$ is large enough, copper(I) is then no longer indispensable, but chloride still is. The amplification by the power $n$ therefore does not depend on which chloride-dependent contact is right.

### Numbers for the adlayer

I choose $n=40$, $K_{\rm Cl}=10^4$ L/mol, $y=0.05$, $z=0.05$ and $\varepsilon=0.06$ eV at 298 K. Then $x=10^4\times0.0014=14$ and $b=10.3$, so

$$\theta_f=\frac{14\times1.05}{1+14\times1.05}=0.936,\qquad q=\frac{1+0.05\times10.33}{1.05}=1.444,$$

$$R=1+0.936\times0.444=1.416,\qquad R^{40}=1.1\times10^6 .$$

The polymer weight rises from $z=0.05$ to $zR^n=5.5\times10^4$, and the coverage from 0.048 to practically 1.

No single contact is strong. The free-energy gain per site is $k_BT\ln R=0.35\,k_BT$, about 9 meV. Forty such gains add up to about $14\,k_BT$, which decides whether the molecule stays.

At high chloride concentration $\theta_f\to1$ and $R\to q$, so further chloride brings nothing more. At very low concentration, where $x\ll1$ and $nx(1+y)(q-1)\ll1$, expansion gives $R^n\approx1+nx(1+y)(q-1)$, and the enhancement starts linearly.

### How much chloride is needed?

Half coverage requires $zR^n=1$, or $R=z^{-1/n}$. With the expression for $R$,

$$\theta_f^*=\frac{z^{-1/n}-1}{q-1}.$$

For a polymer that binds weakly by itself ($z<1$), a threshold exists if this value is below 1, that is, if $q>z^{-1/n}$. A contact weaker than that cannot bring the polymer to half coverage at any chloride level.

Here $z^{-1/n}=20^{1/40}=1.078$ and $\theta_f^*=0.078/0.444=0.175$. Inverting the definition of $\theta_f$,

$$x^*=\frac{\theta_f^*}{(1-\theta_f^*)(1+y)}=0.202 .$$

Dividing by $K_{\rm Cl}$ gives 20 µmol/L, or 0.7 mg/L. This is an equilibrium threshold for the chosen constants, not a recommended dose.

The sharpness of the onset follows from counting chloride. Each adsorbed chloride brings one factor $x$, so $\partial\ln B^n/\partial\ln x$ is the mean chloride number under polymer, $n\theta_c$, and $\partial\ln A^n/\partial\ln x=n\theta_f$. Subtracting, with $y$ fixed,

$$\frac{\partial\ln R^n}{\partial\ln c_{\rm Cl}}=n(\theta_c-\theta_f),\qquad
\theta_c=\frac{x(1+yb)}{1+x(1+yb)}=\frac{q\theta_f}{R}.$$

At threshold $\theta_c=0.2345$, and the slope is $40\times(0.2345-0.1750)=2.4$. A small difference in chloride coverage, multiplied by the footprint, makes the binding rise faster than the square of the chloride concentration.

The influence is mutual. Since $\theta_P=\partial\ln\Xi/\partial\ln z$ and the mean chloride number per patch is $N_{\rm Cl}=\partial\ln\Xi/\partial\ln x$, equality of the mixed second derivatives gives

$$\frac{\partial\theta_P}{\partial\ln c_{\rm Cl}}=\frac{\partial N_{\rm Cl}}{\partial\ln c_P}=\theta_P(1-\theta_P)\,n(\theta_c-\theta_f),$$

with $c_P$ the polyether concentration. At half coverage both derivatives are $0.25\times2.38=0.60$. Chloride draws in polyether, and polyether draws in chloride.

### From coverage to current

Let $J$ be the current relative to the additive-free bath at the same electrode potential. A polymer-free patch passes $1+a\theta_f$, where $a=0.5$ represents a mild acceleration by chloride. A covered patch leaks a fraction $s=0.05$. Weighting by area,

$$J=(1-\theta_P)(1+a\theta_f)+s\theta_P .$$

The four baths give:

| Additives | $J$ |
|---|---:|
| none | 1 |
| chloride | 1.47 |
| polyether | 0.955 |
| both | 0.050 |

If the two acted independently, their factors would multiply to $1.468\times0.955=1.40$. The current with both is 28 times smaller than that. The final twentyfold suppression is set by the chosen leak $s$; what the adsorption model supplies is the change from almost no coverage to almost full coverage.

This suggests an experiment that separates the two explanations: replace chloride by an anion that conducts equally well but does not adsorb. The charge-carrier explanation predicts no change. The adlayer model has $x=0$ and predicts that suppression is lost, with $J=0.955$ at fixed potential.

For absolute currents I use, with overpotential $\eta$ negative for deposition,

$$i=i_0\left[e^{-f\eta/2}-e^{3f\eta/2}\right],\qquad f=\frac{F}{R_gT},$$

where $F$ is Faraday's constant, $R_g$ the gas constant and $i_0=1$ mA/cm². At $\eta=-150$ mV the plain bath passes 18.5 mA/cm², and the bath with both additives $0.050\times18.5=0.93$ mA/cm². The plain bath reaches that smaller current at $-15$ mV, so the potentials at equal current differ by 135 mV.

### What this does in a trench

Take a trench of width $w=100$ nm and depth $d=200$ nm. Assume that an accelerator keeps its bottom free of polyether, while the side walls and the outer surface have the coverage found above. The accelerator's action is put in here, not derived.

The bottom rises at speed $v_b$, and the walls and outer surface grow at $v_s$. The bottom draws level with the outer surface when $v_bt=d+v_st$, and the walls meet when $2v_st=w$:

$$t_{\rm fill}=\frac{d}{v_b-v_s},\qquad t_{\rm close}=\frac{w}{2v_s}.$$

Filling from the bottom requires $t_{\rm fill}<t_{\rm close}$, hence $2dv_s<w(v_b-v_s)$, or

$$\frac{v_b}{v_s}>1+\frac{2d}{w}=5 .$$

This criterion holds for constant speeds and straight walls.

Growth speed is $iV_m/(2F)$, with $V_m=7.1$ cm³/mol for copper and two electrons per atom. With chloride the bottom passes $1.468\times18.53=27.2$ mA/cm² and grows at 10.0 nm/s, while the walls grow at 0.34 nm/s. The ratio is 29. The trench fills in 21 s, long before the walls would meet at 147 s.

Without chloride, at the same potential and with the bottom again free of polyether, the speeds are 6.8 and 6.5 nm/s. Their ratio is 1.05. The walls meet after 7.7 s, when the bottom has risen only about 52 nm, and a seam is left above it. Polyether is present in both baths; chloride gives it the coverage that creates the contrast.

### How far to trust the numbers

The bath composition, additive levels and trench size lie in the rough range of copper interconnect plating. The suppressed current of 0.9 mA/cm² is low for a production step. The adsorption constants, $a$ and $s$ are round choices, not measurements. Three assumptions of the model deserve a closer check: tidy packing, weights that stay fixed when the potential moves, and instant supply.

**Packing.** Predefined patches fit together without gaps; real molecules do not land so neatly. As an estimate, place rigid footprints of length $n$ freely on a line, each with weight $W=zR^n$. A line of $L$ sites ends in either an uncovered site or a footprint, so its sum obeys $Z_L=Z_{L-1}+WZ_{L-n}$. For a long line $Z_L\propto u^{-L}$, which gives $1=u+Wu^n$. The two terms are the probabilities that the next piece is an uncovered site or a footprint, so

$$\theta_P=\frac{nWu^n}{u+nWu^n}.$$

With $z=0.05$ this gives 0.935 instead of nearly 1, $J=0.14$ and a trench ratio of 10. On the line, however, $z$ is a weight per starting position rather than per patch, and $z=0.05$ would give a coverage of 0.46 without any chloride. To recover the chloride-free coverage of 0.048 one needs $z\approx0.0013$. The coverage with chloride is then 0.909, the gaps raise $J$ from 0.050 to 0.18, and suppression drops from twentyfold to less than sixfold. The trench ratio falls to 8, still above 5. On a real surface the gaps depend on how the molecules arrange themselves: an ordered layer leaves few, but a disordered one can leave more than the line does and may use up this margin. Flexible chains may close some of the gaps. The line estimate includes neither effect.

**Potential.** Both chloride and copper(I) are expected to become scarcer on the surface at more negative potential. If $x$ and $y$ each lose a full Boltzmann factor $e^{-f\Delta}$ for a shift of size $\Delta$, half the polymer coverage is gone after 39 mV. If chloride alone is lost, it takes 109 mV. The width of the suppression window is therefore not a reliable prediction of this model. For the same reason the currents above must be compared at fixed potential: forcing a fixed current would shift the potential and change the adlayer.

**Supply.** The diffusion flux to a flat, perfectly absorbing surface is $c\sqrt{D/(\pi t)}$. Integrated over time, it delivers $\Gamma=2c\sqrt{Dt/\pi}$, so an adlayer of density $\Gamma$ needs

$$t=\frac{\pi\Gamma^2}{4Dc^2}.$$

With 0.13 nm² per chloride site and diffusion coefficients of $2\times10^{-5}$ cm²/s for chloride and $10^{-6}$ cm²/s for a polyether of 3400 g/mol, the times are 0.03 s and 0.9 s. Bare walls growing at 10 nm/s would gain about 9 nm each in that second interval. That is noticeable in a 100 nm trench but does not close it. The walls of a trench add area to be covered, and the delay grows with the square of the adlayer amount needed per area of wafer. In a dense array of trenches it can reach several seconds, and since bare walls would meet in 5 s, the trenches may then narrow considerably, or close near the bottom, before suppression is complete.

**Further corrections.** A repulsion of $1\,k_BT$ between neighbouring chlorides, with two neighbours per site as on a ring, leaves the polymer coverage at 0.9998. With four or six neighbours, on a periodic patch of 40 sites, it is 0.997 or 0.985. These values hide a large loss of binding: the gain falls from $1.1\times10^6$ to about $6\times10^3$ or $1.3\times10^3$. Inserted into the line estimate with $z\approx0.0013$, these gains give trench ratios of 4.8 and 3.8, below the required 5. Repulsion and packing gaps together can therefore use up the margin for the constants chosen here. For a 50 µm boundary layer and a copper diffusion coefficient of $5\times10^{-6}$ cm²/s, the limiting current from diffusion alone is 116 mA/cm² (migration in this low-acid bath raises it substantially). As a pessimistic bound, let this limit act in series with the kinetic current at the trench bottom but not at the walls. The bottom current is then $27.2/(1+27.2/115.8)=22$ mA/cm², and the ratio falls from 29 to 24. With the line estimate of the packing gaps included as well, and no chloride repulsion, it is about 8 for $z=0.05$ and 6.6 for $z\approx0.0013$. The real loss of contrast is smaller: the boundary layer is far wider than the trench, so bottom and walls see nearly the same copper concentration and slow down together.

Burial of additives in the deposit, copper(I) complexes in solution and the accelerator's own kinetics are left out. They can change the filling times and the chloride threshold. They do not rescue the charge-carrier explanation, which fails on size and, for the ohmic effect, on sign as well. The numerical output below gives the values in more detail.

## Computed values

```
Temperature 298.15 K; sites per patch n = 40
Chloride 1.40 mmol/L = 49.6 mg/L
K_Cl = 10000 L/mol; x = 14.00; y = 0.05; z = 0.05
Bridge energy 0.060 eV; b = 10.333
Chloride acceleration a = 0.5; covered-patch leak s = 0.05
Rough bath: ion, S cm2/mol, mol/L: H 350, 0.1; HSO4 50, 0.1; Cu 110, 0.6; SO4 160, 0.6
Rough chloride molar conductivity: 76 S cm2/mol
Chloride share of ionic conductance: 0.053 %
HCl conductance gain, only acid protons counted: 1.70 %
Cell gap 5.0 cm; resulting current gain 1.67 %
Chloride coverage without polymer: 0.9363
Contact factor q = 1.4444; R = 1.4161
Binding gain R^n = 1.106e+06; z R^n = 5.531e+04
Polymer coverage without chloride: 0.0476
Polymer coverage with chloride: 0.999982
Half-coverage: theta_f* = 0.1750, x* = 0.2020
Threshold chloride: 20.20 umol/L = 0.716 mg/L
Chloride coverage under polymer at threshold: 0.2345
Log-log slope of binding gain at threshold: 2.381
Reciprocity derivatives: 0.59530, 0.59530
Relative currents: none 1, Cl 1.4682, polyether 0.9548
Relative current with both: 0.05003
Independent-action prediction: 1.4017
Interaction ratio: 0.03569; inverse 28.02
Exchange current 1.00 mA/cm2; overpotential -150 mV
Plain current 18.53, suppressed 0.927 mA/cm2
Plain bath matches suppressed current at -15.1 mV
Potential difference at equal current: 134.9 mV
Trench width 100 nm, depth 200 nm; needed ratio 5.00
With Cl: bottom 10.007, wall 0.341 nm/s
With Cl: ratio 29.35; fill 20.7 s; close 146.6 s
No Cl: bottom 6.816, wall 6.508 nm/s
No Cl: ratio 1.047; close 7.7 s; level 649 s
Free line placement: coverage 0.9348, J 0.1425
Free line placement: bottom/wall ratio 10.31
Polymer coverage with 1 kT Cl repulsion: 0.999771
Half-loss shift, Cl and Cu(I) both lost: 38.7 mV
Half-loss shift, only Cl lost: 108.9 mV
Copper limiting current: 115.8 mA/cm2 (D 5e-6 cm2/s, 50 um)
Bottom/wall ratio with bottom depletion: 23.77
Site area 0.13 nm2; patch area 5.20 nm2
Polyether 100 mg/L, 3400 g/mol; D: Cl 2e-5, polyether 1e-6 cm2/s
Supply times: chloride 0.0327 s, polyether 0.926 s
```
